\section*{Vibrational surface free energy in the classical harmonic limit}

\section{What scaling and symmetry already fix}

Cut a crystal in two. The atoms are the same before and after, but their vibrations have changed. Let one bulk mode of frequency $\omega_b$ be replaced by one surface mode of frequency $\omega_s$. What can the change of free energy depend on?

In classical mechanics the partition function of a mode is an integral of $e^{-H/kT}$ over its momentum and coordinate, divided by $2\pi\hbar$. For a harmonic mode $H$ is quadratic. Measuring both variables in units of $\sqrt{kT}$ therefore removes the temperature from the exponent and puts one factor $kT$ in front, whatever the frequency. In the ratio $Z_s/Z_b$ this factor and the $2\pi\hbar$ cancel. The free energy change is thus $kT$ times a pure number, and the one dimensionless quantity left is the frequency ratio:
\begin{equation}
\Delta F=kT\,f(\omega_s/\omega_b).
\end{equation}
Free energy is a state function, so going from $\omega_1$ to $\omega_3$ directly or through $\omega_2$ gives the same change:
\begin{equation}
f(\omega_3/\omega_1)=f(\omega_3/\omega_2)+f(\omega_2/\omega_1).
\end{equation}
This is $f(xy)=f(x)+f(y)$, whose continuous solutions are $f(x)=c\ln x$. Independent modes add. The answer must be $c\,kT$ times a sum of logarithms, divided by the area. It remains to find $c$, to count modes and faces correctly, and to see when the argument fails.

\section{Statement and conventions}

A slab has two equivalent faces, each of area $A$. Its surface free energy is the excess over the same number of atoms in the bulk, at the same temperature:
\begin{equation}
\gamma=\frac{F_{\rm slab}-F_{\rm bulk}}{2A}. \label{def}
\end{equation}
For fixed equilibrium positions, write each $F$ as a static energy $E$ plus a vibrational part. Then $\gamma=\gamma_{\rm static}+\Delta\gamma$, where $\gamma_{\rm static}=(E_{\rm slab}-E_{\rm bulk})/2A$ and $\Delta\gamma$ is the vibrational change studied here.

The claim is that for harmonic modes with $kT\gg\hbar\omega$, and equally many modes $M$ on both sides,
\begin{equation}
\boxed{\;\Delta\gamma=\frac{kT}{2A}\sum_{j=1}^{M}\ln\frac{\omega_{s,j}}{\omega_{b,j}}\;} \label{main}
\end{equation}
If the sum is counted per face, the prefactor is $kT/A$. ``Surface modes'' are all normal modes of the slab, including those that extend through it. The three rigid translations have zero frequency in both systems and are left out of both sums. All other modes must be stable, $\omega^2>0$.

\section{Derivation}

\subsection{One mode}

With a mass-weighted normal coordinate $Q$ and its momentum $P$, $H=\tfrac12P^2+\tfrac12\omega^2Q^2$. Both integrals are Gaussian, $\int e^{-\alpha x^2}dx=\sqrt{\pi/\alpha}$:
\begin{align}
Z&=\frac{1}{2\pi\hbar}\int e^{-P^2/2kT}dP\int e^{-\omega^2Q^2/2kT}dQ\nonumber\\
&=\frac{1}{2\pi\hbar}\sqrt{2\pi kT}\,\sqrt{\frac{2\pi kT}{\omega^2}}=\frac{kT}{\hbar\omega}.
\end{align}
Hence
\begin{equation}
F=-kT\ln Z=kT\ln\frac{\hbar\omega}{kT}. \label{onemode}
\end{equation}
A softer mode explores a wider range of $Q$, has a larger $Z$ and a lower $F$. The constant of the opening argument is $c=+1$.

\subsection{All modes}

Insert (\ref{onemode}) in (\ref{def}):
\begin{align}
2A\,\Delta\gamma&=kT\sum_{j=1}^{M}\ln\frac{\hbar\omega_{s,j}}{kT}-kT\sum_{j=1}^{M}\ln\frac{\hbar\omega_{b,j}}{kT}\nonumber\\
&=kT\sum_{j=1}^{M}\left(\ln\omega_{s,j}-\ln\omega_{b,j}\right).
\end{align}
In the second line the term $M\ln(\hbar/kT)$ has cancelled because it occurs equally often in both sums. Dividing by $2A$ gives (\ref{main}). The sum is the logarithm of $\prod\omega_{s,j}/\prod\omega_{b,j}$, so it does not matter which surface mode is paired with which bulk mode.

\subsection{Unequal numbers of modes}

Let the numbers be $M_s$ and $M_b$, and let $\omega_0$ be any reference frequency. Splitting $\ln(\hbar\omega/kT)=\ln(\omega/\omega_0)+\ln(\hbar\omega_0/kT)$ gives
\begin{align}
F_s-F_b={}&kT\Big[\sum_{j=1}^{M_s}\ln\frac{\omega_{s,j}}{\omega_0}-\sum_{j=1}^{M_b}\ln\frac{\omega_{b,j}}{\omega_0}\Big]\nonumber\\
&+(M_s-M_b)\,kT\ln\frac{\hbar\omega_0}{kT}. \label{unequal}
\end{align}
Planck's constant now survives, and $(F_s-F_b)/kT$ depends on temperature. Doubling $T$ shifts it by $-(M_s-M_b)\ln2$. This was tested on the copper model below, with a 20-layer slab set against 19 bulk layers, which leaves three extra modes per wave vector. The quantum free energies at $5000$ and $10\,000$ K, temperatures chosen for the classical limit and not for real copper, give a shift of $-2.0796$, against $-3\ln2=-2.0794$.

An adsorbed atom brings three such extra modes. Its free energy must be balanced against the chemical potential of the gas it came from, and (\ref{main}) alone does not describe it.

\subsection{Two reconstructions}

Suppose the question is which of two reconstructions, 1 and 2, is stable. If they have the same area and the same atoms, subtracting (\ref{main}) for each removes the bulk frequencies:
\begin{equation}
\Delta\gamma_1-\Delta\gamma_2=\frac{kT}{2A}\sum_{j}\ln\frac{\omega_{1,j}}{\omega_{2,j}}.
\end{equation}
If their compositions differ, chemical potentials are needed as well. If a one-element crystal has reconstructions with different numbers of atoms, each is compared with its own equal number of bulk atoms. Then (\ref{main}) holds for each with its own $M$, but the bulk frequencies of the extra atoms remain in the difference.

\section{Consequences}

\subsection{Masses drop out}

Let $K$ be the matrix of force constants and $m_i$ the mass that belongs to coordinate $i$. The squared frequencies are the eigenvalues of $D_{ij}=K_{ij}/\sqrt{m_im_j}$. Each row and each column of $K$ is divided by $\sqrt{m_i}$, so $\det D=\det K/\prod_i m_i$. Since $\prod_j\omega_j^2=\det D$,
\begin{equation}
\sum_j\ln\omega_j=\tfrac12\ln\det K-\tfrac12\sum_i\ln m_i. \label{det}
\end{equation}
(At nonzero wave vector there are no zero modes and the determinants are finite.) The slab and the bulk contain the same atoms, so the mass terms cancel and $\Delta\gamma$ depends on force constants alone. Masses return with quantum corrections.

\subsection{The sign}

Suppose that cutting the crystal removes springs and leaves all others unchanged. A spring of constant $k_s$ along the unit vector $\mathbf e$ between atoms 1 and 2 has energy $\tfrac12k_s[\mathbf e\cdot(\mathbf u_1-\mathbf u_2)]^2\ge0$. Removing it cannot raise the quadratic form $x^\dagger Dx$ for any $x$. By the min--max principle, the $j$-th lowest eigenvalue is the minimum, over all $j$-dimensional subspaces, of the maximum of $x^\dagger Dx/x^\dagger x$. None of these numbers can rise, so $\omega_{s,j}\le\omega_{b,j}$ when both lists are ordered, and $\Delta\gamma\le0$. If the surviving surface bonds stiffen, this argument no longer applies and the sign can reverse.

\subsection{Entropy and energy}

At fixed geometry the frequencies do not depend on $T$. The excess entropy per area is
\begin{equation}
s=-\frac{\partial\Delta\gamma}{\partial T}=-\frac{k}{2A}\sum_j\ln\frac{\omega_{s,j}}{\omega_{b,j}}=-\frac{\Delta\gamma}{T},
\end{equation}
and the excess vibrational energy is $\Delta\gamma+Ts=0$. This is equipartition: each mode holds $kT$ whatever its frequency, and the numbers of modes are equal. The classical effect is purely entropic.

\subsection{Very soft modes}

As $\omega_s\to0$ the logarithm tends to $-\infty$. A real coordinate is confined to some length $L$, for example the distance between neighbouring sites. For a mass $m$ moving freely over $L$, the coordinate integral is $L$ and
\begin{equation}
Z=\frac{L\sqrt{2\pi mkT}}{2\pi\hbar},
\end{equation}
which is finite. The harmonic formula therefore requires a thermal amplitude $\sqrt{kT/m\omega_s^2}$ well below $L$. A loosely bound adatom can violate this.

\section{The quantum correction}

The levels of a mode are $\hbar\omega(n+\tfrac12)$. With $x=\hbar\omega/kT$, the geometric series gives
\begin{equation}
Z=\sum_{n=0}^{\infty}e^{-x(n+1/2)}=\frac{e^{-x/2}}{1-e^{-x}}=\frac{1}{2\sinh(x/2)},
\end{equation}
so $F=kT\ln[2\sinh(x/2)]$. From $2\sinh(x/2)=x(1+x^2/24+\dots)$,
\begin{equation}
F=kT\left(\ln x+\frac{x^2}{24}-\dots\right).
\end{equation}
The first term is the classical result. The second adds to $\Delta\gamma$
\begin{equation}
\delta\gamma=\frac{\hbar^2}{24\,kT}\,\frac{1}{2A}\Big(\sum_j\omega_{s,j}^2-\sum_j\omega_{b,j}^2\Big). \label{qc}
\end{equation}
The sums are traces of $D$, so no diagonalization is needed. For equal masses $m$, a spring contributes $k_s/m$ to the trace at each of its two ends, because $\mathbf e\mathbf e^{T}$ has trace 1. On a (111) plane of an fcc crystal with nearest-neighbour springs, each atom loses three springs. Per surface atom on one face the trace falls by $3k_s/m$. With $A_c$ the area per surface atom,
\begin{equation}
\delta\gamma=\frac{\hbar^2}{24\,kT A_c}\left(-\frac{3k_s}{m}\right)=-\frac{\hbar^2k_s}{8\,m\,kT A_c}. \label{trace}
\end{equation}

The opposite limit is $T\to0$. There $2\sinh(x/2)\to e^{x/2}$ and $F\to\hbar\omega/2$, so that
\begin{equation}
\Delta\gamma\to\frac{\hbar}{4A}\sum_j(\omega_{s,j}-\omega_{b,j}).
\end{equation}
This zero-point term is finite, while the classical expression vanishes.

The sign of the full correction also follows. The quantum excess of one mode over its classical value is $kT\,g(x)$ with $g=\ln[2\sinh(x/2)/x]$ and $g'(x)=\tfrac12\coth(x/2)-1/x>0$, since $\coth y>1/y$ for $y>0$. If no ordered frequency rises at the surface, no $g$ rises either. The harmonic quantum value of $\Delta\gamma$ then lies at or below the classical one at every temperature.

\section{Worked example: a Cu(111) film at 500 K}

\subsection{Model}

The example is a copper film held at 500 K. The model is an fcc crystal with central springs between nearest neighbours. The inputs, chosen to resemble copper, are a lattice constant $a=0.361$ nm and $k_s=27$ N/m; the mass is $63.55$ u. The slab has 20 layers. The bulk reference is the same stack closed on itself, so that its last layer is joined to its first. Since 20 is not a multiple of the three-layer fcc period, the join includes a sideways shift that continues the ABC order without a stacking fault; this shift is not unique, and a different choice moves the summed logarithm $\Lambda$ defined below by about $0.0006$ on this mesh. Both have 60 modes at each of 256 in-plane wave vectors, and zero wave vector is not among them.

Each (111) surface atom occupies
\begin{equation}
A_c=\frac{\sqrt3}{4}a^2=0.4330\times(0.361\ {\rm nm})^2=0.05643\ {\rm nm^2}.
\end{equation}
Let $\Lambda$ be the summed logarithm per surface atom, that is, half the sum over the 60 modes, averaged over wave vectors. Then $\Delta\gamma=kT\Lambda/A_c$.

\subsection{A local estimate}

First hold all atoms fixed but one. Its force-constant matrix is $k_s\sum\mathbf e\mathbf e^{T}$ over its bonds. In the bulk there are 12 bonds, the trace is $12k_s$, and cubic symmetry shares it equally: $4k_s$ in each direction. A surface atom has lost three bonds, each with squared normal component $2/3$ and squared in-plane component $1/3$. The normal constant falls by $3\times\tfrac23=2$ to $2k_s$. The in-plane loss $3\times\tfrac13=1$ is shared by two directions through the threefold symmetry, which leaves $3.5k_s$ in each. Since $\omega\propto\sqrt{\text{force constant}}$,
\begin{equation}
\Lambda_{\rm local}=\tfrac12\left(\ln\tfrac{2}{4}+2\ln\tfrac{3.5}{4}\right)=-0.480.
\end{equation}
Atoms in deeper layers keep all 12 bonds and contribute nothing to this estimate.

\subsection{Full calculation}

All modes together give $\Lambda=-0.581$. The local estimate captures 83\% of this; the rest comes from the coupling between atoms. If three modes per surface atom carried the whole effect, their mean frequency ratio would be $e^{-0.581/3}=0.82$.

Two variations bear on the accuracy. A mesh of 576 wave vectors gives $-0.5814$ in place of $-0.5811$. The second variation uses slabs alone. If $S(n)$ is the sum of $\ln\omega$ for $n$ layers, then for thick slabs $S(n)=nb+2\Lambda$, with $b$ the bulk value per layer, and
\begin{equation}
2S(n)-S(2n)=2nb+4\Lambda-2nb-2\Lambda=2\Lambda.
\end{equation}
With 20 and 40 layers this yields $\Lambda=-0.5808$, without any bulk calculation. Finer meshes and a larger bulk reference also move $\Lambda$ by less than $0.001$, so its fourth decimal is not significant. Making one outer layer three times heavier, in the slab and in the closed stack alike, leaves $-0.5811$ unchanged, as (\ref{det}) requires.

With $kT=0.04309$ eV,
\begin{equation}
\Delta\gamma=\frac{0.04309\ {\rm eV}\times(-0.5811)}{0.05643\ {\rm nm^2}}=-0.444\ {\rm eV/nm^2},
\end{equation}
or $-0.071$ J/m$^2$. The excess entropy is $0.887$ meV/(K\,nm$^2$).

\subsection{Is 500 K classical?}

The highest bulk mode on the mesh has $\hbar\omega=29.7$ meV, so $x=29.7/43.1=0.69$. This is not very small, but it enters as $x^2/24$. With $\hbar\sqrt{k_s/m}=10.53$ meV, (\ref{trace}) gives
\begin{equation}
\delta\gamma=-\frac{(0.01053\ {\rm eV})^2}{8\times0.04309\ {\rm eV}\times0.05643\ {\rm nm^2}}=-0.0057\ {\rm eV/nm^2}.
\end{equation}
The full quantum value of $\Delta\gamma$ for the same harmonic modes, minus the classical value, is also $-0.0057$ eV/nm$^2$. Other temperatures, at the same geometry and springs, compare as follows:
\begin{center}
\begin{tabular}{rcc}
$T$ (K) & classical (eV/nm$^2$) & quantum (eV/nm$^2$)\\
100 & $-0.089$ & $-0.115$\\
300 & $-0.266$ & $-0.276$\\
500 & $-0.444$ & $-0.449$\\
800 & $-0.710$ & $-0.713$
\end{tabular}
\end{center}
Relative to the quantum value, the classical one is too small in magnitude by 23\% at 100 K, 3\% at 300 K and 1.3\% at 500 K.

\section{The model beside real copper}

The spring constant puts the top of the bulk spectrum near 30 meV, which is roughly right for copper. The static surface energy of copper is roughly $1.8$ J/m$^2$, so $\Delta\gamma$ is about 4\% of it. The model also assumes that the surviving surface springs keep their bulk strength, which need not hold at a real surface. Raising by 20\% all springs that touch an outermost layer, an assumed figure, shifts $\Delta\gamma$ by $+0.25$ eV/nm$^2$, more than half of its magnitude. An ab initio study replaces the model springs by computed force constants, and (\ref{main}) and (\ref{qc}) then apply unchanged.

Heating can soften the surface springs. The Gr\"uneisen parameter is $\gamma_G=-d\ln\omega/d\ln V$. With $\omega\propto\sqrt{k_s}$ and $V\propto d^3$, where $d$ is the bond length, $d\ln k_s/d\ln d=-6\gamma_G$. Take $\gamma_G=2$ and a linear expansion of $1.7\times10^{-5}$ per kelvin, both rough, and suppose that surface bonds lengthen by as much again as bulk bonds do over 500 K. Their springs then weaken by an extra $6\times2\times1.7\times10^{-5}\times500=10\%$. Applied to all springs that touch an outermost layer, this shifts $\Delta\gamma$ by $-0.15$ eV/nm$^2$. That is an overestimate, because bonds within the surface layer are held to the bulk spacing; softening only the bonds to the second layer gives about half as much. Softening common to all springs cancels in the frequency ratios. Uniform expansion still acts through the growth of the area, 1.7\%, and through the tension of the stretched bonds. The tension adds transverse force constants of about 1\% of $k_s$, which need not cancel between slab and bulk and can change $\Delta\gamma$ by about another 1\%.

Other omissions, at the same 500 K:
\begin{itemize}
\item Electrons near the Fermi level have a free energy of leading size $(\pi^2/6)(kT)^2g$, with $g$ the density of states. If the surface excess were as large as one whole atom's share, roughly $0.3$ states per eV, this would be $0.016$ eV/nm$^2$, or 4\% of $|\Delta\gamma|$. Its sign depends on whether the surface gains or loses states.
\item Thermally created adatoms, treated as dilute and with a rough formation energy of $0.7$ eV, contribute a size $kTe^{-0.7\,{\rm eV}/kT}/A_c\approx7\times10^{-8}$ eV/nm$^2$ if only the formation energy is counted. The soft adatom modes estimated in the next item add a factor $(19.4/9.4)^3\approx9$, and the two hollow sites per surface atom a factor 2. The result, about $10^{-6}$ eV/nm$^2$ if the adatom's motion is taken as harmonic, is still negligible.
\item During deposition the surface carries adsorbates. Assume one adsorbed atom per ten surface atoms, with three modes each at the geometric mean bulk energy of $19.4$ meV. By (\ref{unequal}) the added modes contribute
\begin{equation}
\frac{0.1\times3\times0.04309\ {\rm eV}}{0.05643\ {\rm nm^2}}\ln\frac{19.4}{43.1}=-0.18\ {\rm eV/nm^2},
\end{equation}
before binding energy, site entropy and gas chemical potential are counted. The result depends strongly on the assumed mode energy. An isolated copper adatom held by three of the model's springs has force constants $2k_s$, $\tfrac12k_s$ and $\tfrac12k_s$. Its three coordinates can follow any motion of the substrate without stretching these springs, so the substrate's share of the determinant is unchanged. The geometric mean energy is then $10.53\times(0.5)^{1/6}=9.4$ meV, and the contribution becomes $-0.35$ eV/nm$^2$. This is a harmonic value and only a rough size for real copper: an adatom on Cu(111) hops between hollow sites over a barrier of roughly $0.04$ eV, close to $kT$ at 500 K, so its in-plane motion is not harmonic.
\end{itemize}

For this film the classical approximation is thus a small source of error. At the sizes assumed here, changed surface springs and added modes matter far more, so $-0.44$ eV/nm$^2$ should be read as the size of the effect for a clean surface and not as a prediction for copper to two figures. Most of the values quoted here are listed in the numerical output that follows.

\section*{Numbers as computed}
\begin{verbatim}
Lattice constant (rough): 0.361 nm
Spring constant (rough): 27.0 N/m
Atomic mass: 63.55 u
Temperature: 500 K
Thermal energy kT: 0.04309 eV
Bond length: 0.2553 nm
Area per surface atom: 0.05643 nm^2
Layers: 20; modes per wave vector: 60
In-plane wave vectors: 256
Energy hbar*sqrt(spring/mass): 10.528 meV
Highest bulk mode on mesh: 29.71 meV
Geometric mean bulk mode: 19.39 meV
Summed log ratio per surface atom: -0.5811
  same, slab-only route: -0.5808
  same, finer mesh: -0.5814
  same, heavy outer layer: -0.5811
Mean ratio if 3 modes carry it: 0.8239
Local force constants, surface (spring units): 2.000 3.500 3.500
Local force constants, bulk (spring units): 4.000 4.000 4.000
Local estimate of summed log ratio: -0.4801
Classical delta gamma: -0.4437 eV/nm^2
Classical delta gamma: -0.0711 J/m^2
Excess entropy: 0.8873 meV/(K nm^2)
Static surface energy (rough): 1.8 J/m^2
Size of delta gamma / static energy: 3.95 %
T = 100 K: classical -0.0887, exact harmonic -0.1149 eV/nm^2
T = 200 K: classical -0.1775, exact harmonic -0.1914 eV/nm^2
T = 300 K: classical -0.2662, exact harmonic -0.2756 eV/nm^2
T = 500 K: classical -0.4437, exact harmonic -0.4494 eV/nm^2
T = 800 K: classical -0.7099, exact harmonic -0.7134 eV/nm^2
Unequal count, F/kT shift on doubling T: -2.0796
  three times -ln 2: -2.0794
Quantum shift, exact: -0.00568 eV/nm^2
Quantum shift, trace formula: -0.00570 eV/nm^2
Thermal expansion (rough): 1.7e-05 1/K
Gruneisen parameter (rough): 2.0
Extra surface bond softening: 10.2 %
  shift of delta gamma: -0.1474 eV/nm^2
Assumed surface bond stiffening: 20 %
  shift of delta gamma: 0.2536 eV/nm^2
Thermal growth of area: 1.70 %
Fermi-level states (rough): 0.3 per eV and atom
  electronic size: 0.0162 eV/nm^2
Adatom formation energy (rough): 0.7 eV
  adatom size: 6.7e-08 eV/nm^2
Assumed adsorbate coverage: 0.10 per surface atom
  shift by added modes: -0.1828 eV/nm^2
\end{verbatim}
